\section*{The DFT+U Potential as a Separable Plane-Wave Projector}

\section{One orbital and one electron}

Take one normalized state $\psi$ in a periodic box, one spin direction, and one fixed normalized orbital $\phi$. In normalized plane waves $|G\rangle$, write $b_G=\langle G|\phi\rangle$ and $c_G=\langle G|\psi\rangle$. The occupation of the orbital is
\begin{equation}
n=|\langle\phi|\psi\rangle|^2=\Big|\sum_G b_G^*c_G\Big|^2 .
\end{equation}
The Dudarev energy, with $U>0$ the effective interaction (the on-site Coulomb parameter minus the exchange parameter), is
\begin{equation}
E_U=\frac U2\,n(1-n),\qquad dE_U=U\left(\tfrac12-n\right)dn .
\end{equation}
It vanishes for an empty or a full orbital and penalizes fractional filling. Since $n=\langle\phi|\rho|\phi\rangle$ with $\rho=|\psi\rangle\langle\psi|$, we have $dn=\mathrm{Tr}(|\phi\rangle\langle\phi|\,d\rho)$. The potential is defined by $dE_U=\mathrm{Tr}(V\,d\rho)$, so
\begin{equation}
V=|\phi\rangle\,U\left(\tfrac12-n\right)\langle\phi|,\qquad
V_{GG'}=b_G\,U\left(\tfrac12-n\right)b_{G'}^* .
\end{equation}
The matrix is a column times a row: it is nonlocal, because it is not a function of $G-G'$ alone, and separable, with rank one.

To check the factor, let $\psi=\cos\theta\,\phi+\sin\theta\,\chi$ with $\chi$ normalized and orthogonal to $\phi$. Then $n=\cos^2\theta$ and $E_U=\frac U2\cos^2\theta\sin^2\theta=\frac U8\sin^22\theta$, whose derivative is $\frac U4\sin4\theta$. The potential gives
\begin{align}
2\,\mathrm{Re}\,\langle\partial_\theta\psi|V|\psi\rangle
&=2(-\sin\theta)\,U\left(\tfrac12-\cos^2\theta\right)\cos\theta\nonumber\\
&=\tfrac U2\sin2\theta\cos2\theta=\tfrac U4\sin4\theta ,
\end{align}
where $\frac12-\cos^2\theta=-\frac12\cos2\theta$ was used. A full orbital feels $-U/2$ and an empty one $+U/2$. At $n=\frac12$ the potential vanishes although the energy is largest: that point is stationary, but it is a maximum in $n$.

\section{A shell of orbitals: the order of the indices}

Now let one site carry $2l+1$ orthonormal orbitals $\phi_m$, and let $\rho=\sum_i f_i|\psi_i\rangle\langle\psi_i|$ with orthonormal states and $0\le f_i\le1$. Define
\begin{equation}
n_{mm'}=\langle\phi_m|\rho|\phi_{m'}\rangle,\qquad
E_U=\frac U2\sum_m\Big(n_{mm}-\sum_{m'}n_{mm'}n_{m'm}\Big).
\end{equation}
The variation of the quadratic term consists of two sums, $\sum dn_{mm'}n_{m'm}$ and $\sum n_{mm'}dn_{m'm}$. Exchanging the names $m$ and $m'$ in the first turns it into the second. Hence
\begin{equation}
dE_U=\sum_{mm'}D_{mm'}\,dn_{m'm},\qquad
D_{mm'}=U\left(\tfrac12\delta_{mm'}-n_{mm'}\right).
\label{dE}
\end{equation}
Inserting $dn_{m'm}=\langle\phi_{m'}|d\rho|\phi_m\rangle=\mathrm{Tr}(|\phi_m\rangle\langle\phi_{m'}|d\rho)$ gives
\begin{equation}
V=\sum_{mm'}|\phi_m\rangle D_{mm'}\langle\phi_{m'}| .
\label{Vsite}
\end{equation}

A complex state shows why the order matters. Let $\psi=(\phi_1+i\phi_2)/\sqrt2$, fully occupied. Its projections form the column $a=(1,i)^T/\sqrt2$, and
\begin{equation}
n=aa^\dagger=\frac12\begin{pmatrix}1&-i\\ i&1\end{pmatrix},\qquad na=a,\qquad n^Ta=0 .
\end{equation}
Equation \eqref{Vsite} gives this filled state the energy $-U/2$, as it must. With $n$ transposed it would receive $+U/2$.

For a unit vector $u$, put $\phi_u=\sum_mu_m\phi_m$. Then $u^\dagger nu=\langle\phi_u|\rho|\phi_u\rangle$ lies between 0 and 1, because the eigenvalues of $\rho$ do and $\phi_u$ is normalized. The eigenvalues $\lambda_i$ of $n$ are therefore occupations in $[0,1]$. The bound is no longer guaranteed if a smearing scheme allows $f_i$ outside this interval.

A second limit is a uniformly filled shell, $n_{mm'}=x\delta_{mm'}$. Then $D=U(\frac12-x)\mathbf 1$: the potential shifts the whole shell and does not split it. A splitting among the shell orbitals themselves needs unequal eigenvalues of $n$; states that contain the shell only in part are shifted, to first order, in proportion to their weight in it.

\section{From one site to a crystal}

Consider $N$ cells of volume $\Omega$ with periodic boundary conditions and the matching full set of $N$ points $\mathbf k$. The pseudopotentials are norm-conserving, so Bloch states are orthonormal in the ordinary sense. Spin is collinear; each channel $\sigma$ has its own matrix, and the label is suppressed until needed. With $\mathbf q=\mathbf k+\mathbf G$,
\begin{equation}
\psi_{\mathbf k\nu}(\mathbf r)=\frac1{\sqrt{N\Omega}}\sum_{\mathbf G}c_\nu(\mathbf q)e^{i\mathbf q\cdot\mathbf r},\qquad
\sum_{\mathbf G}|c_\nu(\mathbf q)|^2=1 .
\end{equation}

The orbital in cell $\mathbf R$ is $\phi_{m\mathbf R}(\mathbf r)=\phi_m(\mathbf r-\mathbf R-\boldsymbol\tau)$, and its Bloch sum is
\begin{equation}
\phi_{m\mathbf k}=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\phi_{m\mathbf R}.
\end{equation}
Bloch's theorem gives $\langle\phi_{m\mathbf R}|\psi_{\mathbf k\nu}\rangle=e^{i\mathbf k\cdot\mathbf R}\langle\phi_{m\mathbf0}|\psi_{\mathbf k\nu}\rangle$. In $\langle\phi_{m\mathbf k}|\psi_{\mathbf k\nu}\rangle$ the phases cancel, and the $N$ equal terms with the prefactor $N^{-1/2}$ give
\begin{equation}
\langle\phi_{m\mathbf k}|\psi_{\mathbf k\nu}\rangle=\sqrt N\,\langle\phi_{m\mathbf0}|\psi_{\mathbf k\nu}\rangle .
\end{equation}
The occupation matrix of one site is therefore
\begin{equation}
n_{mm'}=\frac1N\sum_{\mathbf k\nu}f_{\mathbf k\nu}
\langle\phi_{m\mathbf k}|\psi_{\mathbf k\nu}\rangle
\langle\psi_{\mathbf k\nu}|\phi_{m'\mathbf k}\rangle .
\label{nk}
\end{equation}
It is the same in every cell, since the phases of the two factors cancel. For $N=1$ it returns to the box.

\section{The projector in reciprocal space}

The components $\beta_m(\mathbf q)=\langle\mathbf q|\phi_{m\mathbf k}\rangle$ follow by shifting the integration variable in each cell:
\begin{align}
\beta_m(\mathbf q)
&=\frac1{\sqrt{N\Omega}}\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}
e^{-i\mathbf q\cdot(\mathbf R+\boldsymbol\tau)}\int\phi_m(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r\nonumber\\
&=\frac{e^{-i\mathbf q\cdot\boldsymbol\tau}}{\sqrt\Omega}\int\phi_m(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}d^3r .
\end{align}
Here $e^{-i\mathbf G\cdot\mathbf R}=1$, so the sum equals $N$. For $\phi_m=R_l(r)Y_{lm}(\hat{\mathbf r})$ use
\begin{equation}
e^{-i\mathbf q\cdot\mathbf r}=4\pi\sum_{LM}(-i)^Lj_L(qr)Y_{LM}(\hat{\mathbf q})Y_{LM}^*(\hat{\mathbf r}).
\end{equation}
Orthonormality of the harmonics selects $L=l$, $M=m$:
\begin{equation}
\beta_m(\mathbf q)=\frac{4\pi}{\sqrt\Omega}(-i)^le^{-i\mathbf q\cdot\boldsymbol\tau}
Y_{lm}(\hat{\mathbf q})\int_0^\infty r^2j_l(qr)R_l(r)\,dr .
\label{beta}
\end{equation}
As $q\to0$, $j_l(qr)\propto(qr)^l$, so a $d$ projector vanishes as $q^2$. A uniform wave has no $d$ component about any site, as symmetry requires.

Treat $\beta$ as a matrix with rows $\mathbf G$ and columns $m$, and let $\rho_{\mathbf k}=\sum_\nu f_{\mathbf k\nu}c_\nu c_\nu^\dagger$. The projection is $\langle\phi_{m\mathbf k}|\psi_{\mathbf k\nu}\rangle=\sum_{\mathbf G}\beta_m^*(\mathbf q)c_\nu(\mathbf q)$, and \eqref{nk} becomes
\begin{equation}
n=\frac1N\sum_{\mathbf k}\beta_{\mathbf k}^\dagger\rho_{\mathbf k}\beta_{\mathbf k}.
\label{nbeta}
\end{equation}

The energy per cell varies as in \eqref{dE}, with $\beta$ held fixed. Using the cyclic property of the trace,
\begin{equation}
dE_U=\mathrm{Tr}(D\,dn)=\frac1N\sum_{\mathbf k}\mathrm{Tr}\big(D\beta_{\mathbf k}^\dagger d\rho_{\mathbf k}\beta_{\mathbf k}\big)
=\frac1N\sum_{\mathbf k}\mathrm{Tr}\big(\beta_{\mathbf k}D\beta_{\mathbf k}^\dagger d\rho_{\mathbf k}\big).
\end{equation}
A one-electron Hamiltonian contributes $\frac1N\sum_{\mathbf k}\mathrm{Tr}(H_{\mathbf k}\rho_{\mathbf k})$ per cell. The factors $1/N$ match, and since $d\rho_{\mathbf k}$ is an arbitrary Hermitian matrix, $V_{\mathbf k}=\beta_{\mathbf k}D\beta_{\mathbf k}^\dagger$. The energy is a sum over atoms $I$ and spins, so the derivatives add:
\begin{equation}
V^\sigma_{\mathbf k}(\mathbf G,\mathbf G')=\sum_I\sum_{mm'}\beta^I_m(\mathbf k+\mathbf G)\,
U_I\left(\tfrac12\delta_{mm'}-n^{I\sigma}_{mm'}\right)\beta^I_{m'}(\mathbf k+\mathbf G')^* .
\label{main}
\end{equation}
The coefficients do not depend on $\mathbf k$; the projectors do. Orthogonality between different sites was not used. Each atom adds at most $2l+1$ to the rank.

This has the form of a separable pseudopotential, with one difference: $D$ depends on the occupied states. For a given $n$ the operator is linear, but $n$ must be iterated to self-consistency. To apply it to one state, form $a=\beta^\dagger c$, then $Da$, then $\beta(Da)$. With 232 plane waves and five orbitals this takes $2\times5\times232+25=2345$ multiplications, against $232^2=53\,824$ for the full matrix.

Two conditions can be relaxed without new algebra. If projections are defined with an overlap operator, as $\langle\phi|\hat S|\psi\rangle$, then $\hat S\beta$ replaces $\beta$ in \eqref{nbeta} and \eqref{main}; the band problem becomes $Hc=\varepsilon\hat Sc$, and the overlap matrix relevant to the next section is then $\beta^\dagger\hat S\beta$. If the orbitals are first orthogonalized between sites, $\beta$ changes but stays independent of $\rho$, and \eqref{main} keeps its form.

\section{Diagonal form, and what its coefficients mean}

For one atom, let $nu_i=\lambda_iu_i$ with orthonormal $u_i$. Then $D=\sum_iu_iU(\frac12-\lambda_i)u_i^\dagger$, and
\begin{equation}
V_{\mathbf k}=\sum_i(\beta_{\mathbf k}u_i)\,U\left(\tfrac12-\lambda_i\right)(\beta_{\mathbf k}u_i)^\dagger .
\label{diag}
\end{equation}
Each natural orbital of the shell repeats the one-orbital case.

The numbers $d_i=U(\frac12-\lambda_i)$ are eigenvalues of $V_{\mathbf k}$ if $S_{\mathbf k}=\beta_{\mathbf k}^\dagger\beta_{\mathbf k}=\mathbf1$. Overlap between neighbouring sites and the finite cutoff both disturb this. If $S$ is invertible, the nonzero eigenvalues of $\beta D\beta^\dagger$ are those of $S^{1/2}DS^{1/2}$, because $XY$ and $YX$ share nonzero eigenvalues (take $X=\beta S^{-1/2}$, $Y=S^{1/2}D\beta^\dagger$). With $y=S^{1/2}x$,
\begin{equation}
\frac{x^\dagger S^{1/2}DS^{1/2}x}{x^\dagger x}
=\frac{y^\dagger Dy}{y^\dagger y}\;\frac{y^\dagger y}{y^\dagger S^{-1}y},
\end{equation}
and the last factor lies between the smallest and largest eigenvalues of $S$, $s_-$ and $s_+$. The $j$th largest eigenvalue is the maximum, over $j$-dimensional subspaces, of the smallest quotient in the subspace. Let $d_j>0$ and let $\mu_j$ be the corresponding eigenvalue of $S^{1/2}DS^{1/2}$. The best subspace for $D$ gives $\mu_j\ge s_-d_j$; the best one for the product gives $d_j\ge\mu_j/s_+$. So $s_-d_j\le\mu_j\le s_+d_j$. Negative values follow by applying this to $-D$, and zeros stay zeros. Since $|d_j|\le U/2$,
\begin{equation}
|\mu_j-d_j|\le\frac U2\,\|S_{\mathbf k}-\mathbf1\| .
\label{bound}
\end{equation}
For isolated atoms and a complete basis the right side vanishes.

\section{Energy bookkeeping}

For one atom and one spin channel, the expectation value of the potential is not $E_U$:
\begin{equation}
\mathrm{Tr}(nD)=\frac U2\mathrm{Tr}\,n-U\,\mathrm{Tr}\,n^2=E_U-\frac U2\mathrm{Tr}\,n^2 .
\end{equation}
A sum of band energies contains $\mathrm{Tr}(nD)$, so $+\frac U2\mathrm{Tr}\,n^2$ must be added. In a full density-functional calculation the usual Hartree and exchange-correlation corrections come in addition.

The variational property gives another check. Let $f$ be fixed and all states self-consistent, $H_{\mathbf k}c_\nu=\varepsilon_\nu c_\nu$. When $U$ changes, the change of the states contributes
\begin{equation}
\frac1N\sum_{\mathbf k\nu}f_{\mathbf k\nu}\big(dc_\nu^\dagger H_{\mathbf k}c_\nu+c_\nu^\dagger H_{\mathbf k}dc_\nu\big)
=\frac1N\sum_{\mathbf k\nu}f_{\mathbf k\nu}\varepsilon_{\mathbf k\nu}\,d(c_\nu^\dagger c_\nu)=0 .
\end{equation}
The explicit dependence on $U$ remains:
\begin{equation}
\frac{dE}{dU}=\frac12\mathrm{Tr}[n(1-n)] .
\label{dEdU}
\end{equation}
A wrong coefficient in $V$ would in general spoil this, since the states would then not make the stated energy stationary.

\section{A model crystal with a $d$ shell}

The model has one spin channel and one atom in a cubic cell of 6 bohr, at the general position $(0.7,1.1,0.4)$ bohr. Its orbitals have $R(r)\propto r^2e^{-\alpha r^2}$ with $\alpha=0.6\ \mathrm{bohr}^{-2}$. The cutoff is 8 hartree, and the eight $\mathbf k$-points have components $\pm\frac14$ in units of $2\pi/a$, with $a$ the cell edge. This mesh is shifted: the states change sign across two cells, so the $2\times2\times2$ supercell is antiperiodic rather than periodic. The derivation carries over, because the phases $e^{i\mathbf k\cdot\mathbf R}$ cancel in the same way. The Hamiltonian contains the kinetic energy, a fixed $d$ projector of strength $-3.2$ hartree that binds the shell, and two attractive Gaussian wells beside the atom that lower the symmetry. There is no Hartree or exchange-correlation term, so the $+U$ part stands alone. Two bands are filled at each $\mathbf k$, and $U=0.2$ hartree (5.44 eV). The printed values are collected in the numerical output.

Real-space integration with a single-site orbital tests \eqref{beta} and \eqref{nbeta}; the largest deviation in $n$ is $9\times10^{-14}$. The eigenvalues of $n$ are 0.9248, 0.9220 and three below $10^{-4}$. (These digits belong to the cutoff of 8 hartree; at 12 hartree the two large ones are 0.9250 and 0.9221, $E_U$ falls by $3\times10^{-5}$ hartree, and the gaps on the mesh move by less than $10^{-4}$ hartree.) Their sum, 1.847, falls short of the two electrons per cell by 0.153: the filled bands are not pure $d$ states. For the second eigenvalue the coefficient is
\begin{equation}
0.2\,(0.5-0.9220)=-0.0844\ \text{hartree}=-2.30\ \text{eV},
\end{equation}
while the nearly empty orbitals receive $+0.1000$ hartree, or 2.72 eV.

\subsection*{Matrix elements}

Differentiating $E_U$ numerically with respect to density-matrix elements, on a block of 20 plane waves, reproduces \eqref{main} with a largest error of $2.1\times10^{-12}$ hartree. The fifth singular value of the numerical block is 0.33 of the first, and the sixth is $10^{-14}$ of it: the rank is five. With $n$ transposed, the largest error is 0.0077 hartree, comparable with the sampled element, of magnitude 0.0093 hartree.

That element, for $\mathbf G=(-1,1,1)$ and $\mathbf G'=(0,-1,1)$ in units of $2\pi/a$, is purely imaginary to the printed digits. The reason is time reversal. The fixed part of the Hamiltonian is real in real space, and the $+U$ term is real whenever $n$ is real in real harmonics. For a real Hamiltonian $\psi_{\mathbf k\nu}^*$ is an eigenstate at $-\mathbf k$ with the same energy; the mesh contains $-\mathbf k$ with every $\mathbf k$, so $\rho(\mathbf r,\mathbf r')$ is real. The iteration starts at $U=0$, so this reality is handed on at every step. In real harmonics $n$ is then real, and the factors $(-i)^l$ and $i^l$ cancel in \eqref{main}. What remains complex is the phase $e^{-i(\mathbf G-\mathbf G')\cdot\boldsymbol\tau}$, with
\begin{equation}
(\mathbf G-\mathbf G')\cdot\boldsymbol\tau=\frac{2\pi}{6}\,(-0.7+2\times1.1)=\frac\pi2 ,
\end{equation}
so the element is $-i$ times a real number.

In complex harmonics, $\phi_m^*=(-1)^m\phi_{-m}$ and the same reality gives
\begin{equation}
n_{-m,-m'}=(-1)^{m+m'}n_{mm'}^* .
\end{equation}
This explains the equal diagonal entries for $\pm m$, 0.440 for $|m|=2$ and 0.420 for $|m|=1$. The off-diagonal entries may still be complex, which is why transposition is harmful here; for a real symmetric $n$ it would do nothing. For the separate contributions $n^{\mathbf k}$ to \eqref{nk}, $\psi_{-\mathbf k\nu}=\psi_{\mathbf k\nu}^*$ gives in the same way $n^{-\mathbf k}_{-m,-m'}=(-1)^{m+m'}(n^{\mathbf k}_{mm'})^*$, so the contribution of $-\mathbf k$ is in general not a copy of that of $\mathbf k$. A symmetry-reduced mesh therefore needs the transformed matrices, not just larger weights.

\subsection*{Eigenvalues, energies and the gap}

At the first $\mathbf k$-point $\|S_{\mathbf k}-\mathbf1\|=5.0\times10^{-4}$, so \eqref{bound} allows a deviation of $0.1\times5.0\times10^{-4}=5.0\times10^{-5}$ hartree. The largest one found is $4.5\times10^{-5}$ hartree.

For the energies, the two nearly filled orbitals alone give
\begin{align}
E_U&\simeq0.1\,(0.9220\times0.0780+0.9248\times0.0752)=0.01415\ \text{hartree},\nonumber\\
\tfrac U2\mathrm{Tr}\,n^2&\simeq0.1\,(0.8501+0.8553)=0.1705\ \text{hartree}.
\end{align}
The three small eigenvalues, with sum about $10^{-4}$, add $0.1\times10^{-4}$ hartree to $E_U$, which brings it to the computed 0.01416 hartree; in $\mathrm{Tr}\,n^2$ they are negligible. The band sum of $-3.3250$ hartree plus 0.1705 gives $-3.1545$ hartree per cell, equal to the energy evaluated directly from the states. Separate self-consistent solutions at neighbouring $U$ give $dE/dU=0.0708$, in agreement with \eqref{dEdU}.

The gap on this mesh grows from 0.0762 to 0.2457 hartree, an increase of 0.1695 hartree (4.61 eV). This is not the gap of the model crystal, because the shifted mesh misses the band edges: adding the eight points with components 0 or $\frac12$, at the same $n$, gives 0.005 hartree at $U=0$ and 0.129 hartree with $U$, an increase of 0.124 hartree. The analysis below refers to the edge states on the mesh. The difference between the coefficients of an empty and a filled orbital is larger, $0.1000+0.0844=0.1844$ hartree. To first order, at fixed $n$, \eqref{diag} shifts a band state by
\begin{equation}
\langle\psi_{\mathbf k\nu}|V|\psi_{\mathbf k\nu}\rangle
=\sum_iU\left(\tfrac12-\lambda_i\right)\big|u_i^\dagger\beta_{\mathbf k}^\dagger c_\nu\big|^2 ,
\end{equation}
so a state with less than full $d$ weight receives less than the full coefficient. Evaluated with the $U=0$ states and the self-consistent $n$, this shift is $-0.0775$ hartree for the highest filled state ($d$ weight 0.919) and $+0.0919$ hartree for the lowest empty one ($d$ weight 0.921). Together they open the gap by 0.1694 hartree, so the missing $d$ weight accounts for almost all of the shortfall, and the change of the states with $U$ adds about $10^{-4}$ hartree. The coefficients $U(\frac12-\lambda_i)$ are strengths of projectors; a coefficient is the shift of a level when $S_{\mathbf k}=\mathbf1$ and the state is itself one natural orbital of the shell, as in an isolated atom. A band state of full $d$ weight that mixes natural orbitals receives a weighted average of the coefficients. In a real material the Hartree and exchange-correlation potentials, left out here, respond to $U$ as well and add their own shifts.

\section*{Computed values}
\begin{verbatim}
lattice constant = 6.0 bohr, cutoff = 8.0 hartree
orbital exponent = 0.6 bohr^-2
atom position = 0.7 1.1 0.4 bohr
fixed d projector strength = -3.2 hartree
well depth = 0.8 hartree, width = 1.0 bohr
well offset from atom = 1.0 0.9 1.2 bohr
well offset from atom = 1.6 -0.7 0.5 bohr
k-points = 8, filled bands per k = 2
first k-point = -0.25 -0.25 -0.25 (2 pi/a)
plane waves at first k = 232
U = 0.200 hartree = 5.442 eV
self-consistency iterations = 8
diagonal of n, m=-2..2 = 0.44026 0.42024 0.12587 0.42024 0.44026
largest off-diagonal n: m=1, m'=2: -0.35978-0.12926j
eigenvalues of n = 0.00000 0.00003 0.00007 0.92195 0.92481
trace of n = 1.84686 electrons
U(1/2-lambda) = 0.10000 0.09999 0.09999 -0.08439 -0.08496 hartree
U(1/2-lambda) = 2.721 2.721 2.721 -2.296 -2.312 eV
max error of beta against real space = 9.2e-11
max error of n against real space = 8.5e-14
sample G  = -1 1 1 (2 pi/a)
sample G' = 0 -1 1 (2 pi/a)
V(G,G') separable formula = -0.000000+0.009272j hartree
V(G,G') energy derivative = -0.000000+0.009272j hartree
max error of V, 20x20 block = 2.1e-12 hartree
max error with n transposed = 7.7e-03 hartree
5th singular value / 1st = 3.30e-01
6th singular value / 1st = 1.1e-14
nonzero eigenvalues of V_k = -0.08493 -0.08435 0.09994 0.09995 0.09997 hartree
norm of S_k - 1 = 5.00e-04
max eigenvalue deviation = 4.48e-05 hartree
E_U = 0.014160 hartree per cell
band-energy sum = -3.324977 hartree per cell
correction (U/2)Tr n^2 = 0.170526 hartree per cell
total energy from states = -3.154451 hartree per cell
dE/dU from two solutions = 0.070799 (dimensionless)
(1/2)Tr[n(1-n)] = 0.070799 (dimensionless)
gap on mesh, U=0 = 0.07620 hartree
gap on mesh, with U = 0.24566 hartree
gap increase = 4.611 eV
\end{verbatim}
